# Resistivity times mean free path as a property of Fermi-surface shape: verification in Python

```python
# Result under test: for a mean free path L that is equal all over the Fermi
# surface, the low-temperature resistivity along a principal axis i obeys
#     rho_i * L = 4 pi^3 (hbar/e^2) / integral dS n_i^2 ,
# n = unit normal of the Fermi surface, dS = its area element in k space.
# Only the shape of the surface enters, not the speeds or the scattering.
# Units inside: eV, angstrom, ohm. "w" is hbar times velocity (eV angstrom).
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

a, c = 2.3, 2.6                        # tetragonal cell edges
t_a, t_d, t_c = 1.0, 0.1, 0.6          # in-plane, diagonal, axial hopping
cell_volume = a * a * c
hbar_over_e2 = const.hbar / const.e**2           # ohm
k_boltzmann = const.k / const.e                  # eV/K
edges = np.array([np.pi / a, np.pi / a, np.pi / c])   # octant of the zone


def energy(kx, ky, kz):
    cx, cy, cz = np.cos(kx * a), np.cos(ky * a), np.cos(kz * c)
    return -2 * t_a * (cx + cy) - 4 * t_d * cx * cy - 2 * t_c * cz


def velocity(kx, ky, kz):
    cx, cy = np.cos(kx * a), np.cos(ky * a)
    return np.array([a * np.sin(kx * a) * (2 * t_a + 4 * t_d * cy),
                     a * np.sin(ky * a) * (2 * t_a + 4 * t_d * cx),
                     2 * t_c * c * np.sin(kz * c) + 0 * kx])


def minus_df(x, kT):
    f = expit(-x / kT)
    return f * (1 - f) / kT


# ---- thermal sum over the zone, from energies and velocities ----
n_grid = 140
axes = [(np.arange(n_grid) + 0.5) * e / n_grid for e in edges]
E_grid = energy(axes[0][:, None, None], axes[1][None, :, None],
                axes[2][None, None, :])


def chemical_potential(kT):
    return brentq(lambda m: expit((m - E_grid) / kT).mean() - 0.5, -1, 1,
                  xtol=1e-10)


def zone_sums(kT, mu, change_speed=False):
    """(1/(rho L), 1/(rho tau)) along x,y,z without the factor e^2/hbar."""
    level = E_grid - mu
    if change_speed:
        level = level * (0.5 + 0.5 * np.cos(axes[2] * c)**2)[None, None, :]
    ix, iy, iz = np.nonzero(np.abs(level) < 40 * kT)
    kx, ky, kz = axes[0][ix], axes[1][iy], axes[2][iz]
    w = velocity(kx, ky, kz)
    if change_speed:
        w = w * (0.5 + 0.5 * np.cos(kz * c)**2)
        w[2] += (E_grid[ix, iy, iz] - mu) * (-0.5 * c * np.sin(2 * kz * c))
    weight = minus_df(level[ix, iy, iz], kT)
    speed = np.sqrt((w**2).sum(axis=0))
    norm = 2 / cell_volume / E_grid.size
    return np.array([norm * (w**2 / speed * weight).sum(axis=1),
                     norm * (w**2 * weight).sum(axis=1)])


def cold_limit(function):
    """Remove the kT^2 term using two temperatures."""
    return (4 * function(0.03) - function(0.06)) / 3


mu = cold_limit(chemical_potential)
assert abs((E_grid < mu).mean() - 0.5) < 1e-3
cold = cold_limit(lambda kT: zone_sums(kT, mu))
cold_changed = cold_limit(lambda kT: zone_sums(kT, mu, True))


# ---- triangulated level surface, from its shape only ----
def triangles(level_function, upper, n):
    """Area vectors and centres of the zero surface in the box [0, upper]."""
    nodes = [np.linspace(0, u, n + 1) for u in upper]
    val = level_function(nodes[0][:, None, None], nodes[1][None, :, None],
                         nodes[2][None, None, :])
    corners = np.array(list(itertools.product((0, 1), repeat=3)))
    stack = [val[i:n + i, j:n + j, l:n + l] for i, j, l in corners]
    low, high = stack[0].copy(), stack[0].copy()
    for s in stack[1:]:
        low, high = np.minimum(low, s), np.maximum(high, s)
    cubes = np.argwhere((low < 0) & (high >= 0))
    idx = cubes[:, None, :] + corners[None, :, :]
    V = val[idx[..., 0], idx[..., 1], idx[..., 2]]
    P = idx * (np.asarray(upper) / n)
    areas, centres = [], []
    cuts = {1: [((0, 1), (0, 2), (0, 3))],
            2: [((0, 2), (0, 3), (1, 3)), ((0, 2), (1, 3), (1, 2))],
            3: [((0, 3), (1, 3), (2, 3))]}
    for order in itertools.permutations((4, 2, 1)):
        path = [0, order[0], order[0] + order[1], 7]
        v, p = V[:, path], P[:, path]
        rank = np.argsort(v, axis=1)
        v = np.take_along_axis(v, rank, axis=1)
        p = np.take_along_axis(p, rank[..., None], axis=1)
        below = (v < 0).sum(axis=1)
        for count, pieces in cuts.items():
            vs, ps = v[below == count], p[below == count]
            for piece in pieces:
                q = [ps[:, i] + (ps[:, j] - ps[:, i])
                     * (-vs[:, i] / (vs[:, j] - vs[:, i]))[:, None]
                     for i, j in piece]
                areas.append(0.5 * np.cross(q[1] - q[0], q[2] - q[0]))
                centres.append((q[0] + q[1] + q[2]) / 3)
    areas, centres = np.concatenate(areas), np.concatenate(centres)
    keep = np.linalg.norm(areas, axis=1) > 1e-13
    return areas[keep], centres[keep]


A, centre = triangles(lambda x, y, z: energy(x, y, z) - mu, edges, 120)
dS = np.linalg.norm(A, axis=1)
normal = A / dS[:, None]
S = 8 * (dS[:, None] * normal**2).sum(axis=0)     # integral dS n_i^2
area = 8 * dS.sum()
shape = S / (4 * np.pi**3)
assert np.allclose(cold[0], shape, rtol=2e-3)
# different speeds on the same surface: rho*L stays, rho*tau does not
assert np.allclose(cold_changed[0], shape, rtol=3e-3)
tau_change = cold[1] / cold_changed[1]
assert np.all(tau_change > 1.1)

# sphere of the same electron density
k_F = (3 * np.pi**2 / cell_volume)**(1 / 3)
B, _ = triangles(lambda x, y, z: x * x + y * y + z * z - k_F**2,
                 [1.1 * k_F] * 3, 100)
dB = np.linalg.norm(B, axis=1)
sphere_numeric = 4 * np.pi**3 / (8 * (B[:, 0]**2 / dB).sum())
sphere_formula = 3 * np.pi**2 / k_F**2
assert abs(sphere_numeric / sphere_formula - 1) < 2e-3
kappa_sphere = ((B[:, 0]**2 * abs(B[:, 2]) / dB**2).sum()
                / (B[:, 0]**2 / dB).sum())
assert abs(kappa_sphere - 3 / 8) < 2e-3

# ---- Boltzmann equation solved as a linear system at finite field ----
n_line, n_side, kT_test, force = 64, 12, 0.3, 1e-6
step = 2 * np.pi / n_line
diff = np.subtract.outer(np.arange(n_line), np.arange(n_line))
safe = np.where(diff == 0, 1, diff)
D = np.where(diff == 0, 0.0, 0.5 * (-1.0)**safe / np.tan(safe * step / 2)) * a
kx = (np.arange(n_line) + 0.5) * step / a
ky = (np.arange(n_side) + 0.5) * edges[1] / n_side
kz = (np.arange(n_side) + 0.5) * edges[2] / n_side
KY, KZ, KX = np.meshgrid(ky, kz, kx, indexing="ij")
KX, KY, KZ = (q.reshape(-1, n_line) for q in (KX, KY, KZ))
w = velocity(KX, KY, KZ)
speed = np.sqrt((w**2).sum(axis=0))
x = energy(KX, KY, KZ) - mu
f0 = expit(-x / kT_test)
linear = (w[0]**2 / speed * minus_df(x, kT_test)).sum()
for path_length in (50.0, 200.0):
    rate = speed / path_length
    matrix = force * D[None] + rate[:, :, None] * np.eye(n_line)[None]
    f = np.linalg.solve(matrix, (rate * f0)[..., None])[..., 0]
    response = (w[0] * (f - f0)).sum() / (force * path_length)
    assert abs(response / linear - 1) < 1e-3

# ---- products and directions ----
product = hbar_over_e2 / shape                    # ohm angstrom^2
rho_L_a, rho_L_c = product[0], product[2]
assert abs(product[0] / product[1] - 1) < 1e-3
mirrored = np.concatenate([normal, normal * [1, 1, -1]])
along = (mirrored[:, 0] + mirrored[:, 2]) / np.sqrt(2)
across = (mirrored[:, 0] - mirrored[:, 2]) / np.sqrt(2)
dS2 = 4 * np.concatenate([dS, dS]) / (4 * np.pi**3)
s_uu, s_ww, s_uw = ((dS2 * q).sum() for q in
                    (along**2, across**2, along * across))
tilt_current = hbar_over_e2 * s_ww / (s_uu * s_ww - s_uw**2)
tilt_field = hbar_over_e2 / s_uu
assert abs(tilt_current / ((rho_L_a + rho_L_c) / 2) - 1) < 1e-3
assert tilt_field < tilt_current

# ---- constant relaxation time instead of constant mean free path ----
speed_fs = np.linalg.norm(velocity(*centre.T), axis=0)
mean_speed = (dS * speed_fs).sum() / dS.sum()
S_tau = 8 * ((dS * speed_fs)[:, None] * normal**2).sum(axis=0) / mean_speed
assert np.allclose(S_tau / S_tau.sum(), cold[1] / cold[1].sum(), rtol=3e-3)
assert abs(S_tau.sum() / area - 1) < 1e-3
product_tau = 4 * np.pi**3 * hbar_over_e2 / S_tau

# ---- temperature of use ----
kT_use = 400 * k_boltzmann
warm = zone_sums(kT_use, chemical_potential(kT_use))[0]
warm_shift = 100 * (cold[0] / warm - 1)           # percent change of rho*L


# ---- film with diffuse walls ----
def film_factor(ell, d):
    return 1 - ell / d * (1 - np.exp(-d / ell))


for ell in (20.0, 90.0):
    sol = solve_ivp(lambda z, y: [(1 - y[0]) / ell, y[0]], (0, 100.0),
                    [0.0, 0.0], rtol=1e-9, atol=1e-11)
    assert abs(sol.y[1, -1] / 100.0 - film_factor(ell, 100.0)) < 1e-6


def film_ratio(current, wall, L, d):
    """Film resistivity divided by bulk resistivity."""
    ell = np.maximum(L * np.abs(normal[:, wall]), 1e-9)
    weight = dS * normal[:, current]**2
    return weight.sum() / (weight * film_factor(ell, d)).sum()


def kappa(current, wall):
    weight = dS * normal[:, current]**2
    return (weight * np.abs(normal[:, wall])).sum() / weight.sum()


mean_free_path, thickness = 100.0, 100.0
cases = {"current a, normal c": (0, 2), "current a, normal b": (0, 1),
         "current c, normal a": (2, 0)}
for i, j in cases.values():
    excess = (film_ratio(i, j, 100.0, 5000.0) - 1) * 50
    assert abs(excess / kappa(i, j) - 1) < 0.03

# ---- grain boundaries: modes per area and incoherent reflections ----
modes = 8 * (dS[:, None] * np.abs(normal)).sum(axis=0) / (8 * np.pi**2)
m = 1000
Y = np.cos((np.arange(m) + 0.5) * np.pi / m)
cos_x = -(mu + 2 * t_a * Y[:, None] + 2 * t_c * Y[None, :]) \
    / (2 * t_a + 4 * t_d * Y[:, None])
assert abs((np.abs(cos_x) < 1).mean() / (a * c) / modes[0] - 1) < 3e-3
R1, R2 = 0.3, 0.45
T12 = sum((1 - R1) * (1 - R2) * (R1 * R2)**n for n in range(60))
assert abs((1 - T12) / T12 - R1 / (1 - R1) - R2 / (1 - R2)) < 1e-10
reflection, grain = 0.3, 200.0
boundary = np.pi * hbar_over_e2 / modes * reflection / (1 - reflection)
rho = product / mean_free_path * 0.01             # micro-ohm cm
rho_grain = boundary / grain * 0.01


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("cell edge a", a, "angstrom")
show("cell edge c", c, "angstrom")
show("cell volume", cell_volume, "angstrom^3")
show("hopping in plane", t_a, "eV")
show("hopping diagonal", t_d, "eV")
show("hopping axial", t_c, "eV")
show("chemical potential", mu, "eV")
show("hbar/e^2", hbar_over_e2, "ohm", 6)
show("Fermi surface area", area, "angstrom^-2")
show("integral dS n_a^2", S[0], "angstrom^-2")
show("integral dS n_c^2", S[2], "angstrom^-2")
show("rho*L along a", rho_L_a, "ohm angstrom^2")
show("rho*L along c", rho_L_c, "ohm angstrom^2")
show("rho*L along a, converted", rho_L_a / 1e3, "micro-ohm cm nm")
show("rho*L along c, converted", rho_L_c / 1e3, "micro-ohm cm nm")
show("ratio c to a", rho_L_c / rho_L_a)
show("zone sum, rho*L along a", hbar_over_e2 / cold[0, 0], "ohm angstrom^2")
show("zone sum, rho*L along c", hbar_over_e2 / cold[0, 2], "ohm angstrom^2")
show("speeds changed, rho*L a", hbar_over_e2 / cold_changed[0, 0],
     "ohm angstrom^2")
show("speeds changed, rho*L c", hbar_over_e2 / cold_changed[0, 2],
     "ohm angstrom^2")
show("speeds changed, rho*tau a grows by factor", tau_change[0])
show("speeds changed, rho*tau c grows by factor", tau_change[2])
show("equal-density sphere k_F", k_F, "angstrom^-1")
show("equal-density sphere rho*L", hbar_over_e2 * sphere_formula,
     "ohm angstrom^2")
show("45 deg, imposed current", tilt_current, "ohm angstrom^2")
show("45 deg, imposed field", tilt_field, "ohm angstrom^2")
show("mean free path", mean_free_path / 10, "nm")
show("bulk resistivity a", rho[0], "micro-ohm cm")
show("bulk resistivity c", rho[2], "micro-ohm cm")
show("400 K change of rho*L a", warm_shift[0], "percent", 2)
show("400 K change of rho*L c", warm_shift[2], "percent", 2)
show("constant tau, rho*mean L a", product_tau[0], "ohm angstrom^2")
show("constant tau, rho*mean L c", product_tau[2], "ohm angstrom^2")
show("constant tau, ratio c to a", product_tau[2] / product_tau[0])
show("mean hbar*speed", mean_speed, "eV angstrom")
show("lifetime broadening", mean_speed / mean_free_path, "eV", 3)
show("thermal energy at 400 K", kT_use, "eV", 3)
show("film thickness", thickness / 10, "nm")
for name, (i, j) in cases.items():
    show("kappa, " + name, kappa(i, j))
    show("film resistivity, " + name,
         rho[i] * film_ratio(i, j, mean_free_path, thickness), "micro-ohm cm")
show("grain spacing", grain / 10, "nm")
show("boundary reflection", reflection)
show("modes per area a", modes[0], "angstrom^-2")
show("modes per area c", modes[2], "angstrom^-2")
show("grain-boundary addition a", rho_grain[0], "micro-ohm cm", 3)
show("grain-boundary addition c", rho_grain[2], "micro-ohm cm", 3)
print("every check passed")
```

Output:

```
cell edge a: 2.3 angstrom
cell edge c: 2.6 angstrom
cell volume: 13.75 angstrom^3
hopping in plane: 1 eV
hopping diagonal: 0.1 eV
hopping axial: 0.6 eV
chemical potential: 0.1451 eV
hbar/e^2: 4108.24 ohm
Fermi surface area: 16.1 angstrom^-2
integral dS n_a^2: 6.366 angstrom^-2
integral dS n_c^2: 3.37 angstrom^-2
rho*L along a: 8.004e+04 ohm angstrom^2
rho*L along c: 1.512e+05 ohm angstrom^2
rho*L along a, converted: 80.04 micro-ohm cm nm
rho*L along c, converted: 151.2 micro-ohm cm nm
ratio c to a: 1.889
zone sum, rho*L along a: 8.004e+04 ohm angstrom^2
zone sum, rho*L along c: 1.512e+05 ohm angstrom^2
speeds changed, rho*L a: 8.005e+04 ohm angstrom^2
speeds changed, rho*L c: 1.512e+05 ohm angstrom^2
speeds changed, rho*tau a grows by factor: 1.352
speeds changed, rho*tau c grows by factor: 1.653
equal-density sphere k_F: 1.291 angstrom^-1
equal-density sphere rho*L: 7.296e+04 ohm angstrom^2
45 deg, imposed current: 1.156e+05 ohm angstrom^2
45 deg, imposed field: 1.047e+05 ohm angstrom^2
mean free path: 10 nm
bulk resistivity a: 8.004 micro-ohm cm
bulk resistivity c: 15.12 micro-ohm cm
400 K change of rho*L a: 0.016 percent
400 K change of rho*L c: 0.059 percent
constant tau, rho*mean L a: 7.809e+04 ohm angstrom^2
constant tau, rho*mean L c: 1.669e+05 ohm angstrom^2
constant tau, ratio c to a: 2.137
mean hbar*speed: 5.515 eV angstrom
lifetime broadening: 0.0552 eV
thermal energy at 400 K: 0.0345 eV
film thickness: 10 nm
kappa, current a, normal c: 0.3608
film resistivity, current a, normal c: 11.75 micro-ohm cm
kappa, current a, normal b: 0.5264
film resistivity, current a, normal b: 13.92 micro-ohm cm
kappa, current c, normal a: 0.5119
film resistivity, current c, normal a: 25.78 micro-ohm cm
grain spacing: 20 nm
boundary reflection: 0.3
modes per area a: 0.121 angstrom^-2
modes per area c: 0.08316 angstrom^-2
grain-boundary addition a: 2.28 micro-ohm cm
grain-boundary addition c: 3.33 micro-ohm cm
every check passed
```
